# Threshold displacement energy and Frenkel-pair formation energy in silicon

**The argument under review**

The manuscript estimates implantation damage in silicon from the following reasoning. A displaced atom leaves a vacancy and becomes an interstitial. Making this pair costs the Frenkel-pair formation energy \(E_{\rm FP}\). A recoiling atom with kinetic energy \(T=E_{\rm FP}\) can pay that cost. The threshold displacement energy \(E_d\) is therefore set equal to \(E_{\rm FP}\).

The pair and its cost are described correctly. The last sentence treats having enough energy as the same thing as ending in the state that the energy could pay for. My comments examine that step: what energy conservation requires of a recoil, what it leaves open, and what a recoil does when it has slightly more than \(E_{\rm FP}\).

**1. The two quantities answer different questions**

Let \(E_0\) be the energy of a perfect crystal of \(N\) atoms. Removing one atom and relaxing the rest gives \(E(N-1)\); adding one and relaxing gives \(E(N+1)\). To compare equal numbers of atoms, each is measured against the same number of atoms in the perfect crystal:

\[
E_v=E(N-1)-\frac{N-1}{N}E_0,\qquad
E_i=E(N+1)-\frac{N+1}{N}E_0 .
\]

In the sum the reference terms combine to \(2E_0\), so that

\[
E_{\rm FP}=E_v+E_i=E(N-1)+E(N+1)-2E_0 .
\]

This is a difference between energies of relaxed states, with the vacancy and the interstitial so far apart that they do not interact. No path, speed or direction appears in it.

The threshold \(E_d(\mathbf n)\) is defined by an event. One atom of a cold crystal is suddenly given kinetic energy \(T\) in direction \(\mathbf n\), and \(E_d(\mathbf n)\) is the smallest \(T\) that leaves a surviving vacancy and interstitial. Since success need not be monotonic in \(T\), a scan finds the first success on its energy grid.

To put numbers on both quantities I use silicon described by the Stillinger–Weber potential, in a periodic cell of 216 atoms at constant volume. The nuclei are classical and initially at rest. Electronic stopping, quantum nuclear motion and a special repulsion at very short range are left out. The results are properties of this potential, not measured values.

The vacancy energy can be checked by hand. In this potential the perfect crystal has four bonds per atom, each at its optimum energy \(-\varepsilon\) and shared by two atoms, and the angular terms vanish. Hence \(E_0/N=-2\varepsilon=-4.34\) eV. Removing an atom breaks four bonds, so before relaxation \(E(N-1)=E_0+4\varepsilon\), and

\[
E_v=E_0+4\varepsilon-\frac{N-1}{N}E_0
=4\varepsilon+\frac{E_0}{N}=2\varepsilon=4.34\ {\rm eV}.
\]

The relaxed value is also 4.34 eV. The remaining bonds keep their optimum lengths and angles, and second neighbours lie beyond the range of the potential, so no force acts on the atoms around the empty site. This is a local minimum, but not the lowest one. If the four neighbours are first pulled towards the empty site, they relax to a rearranged vacancy with an energy of only 2.69 eV. The lower of two interstitial calculations gives \(E_i=4.47\) eV. With the symmetric vacancy,

\[
E_{\rm FP}=4.34+4.47=8.81\ {\rm eV}.
\]

With the rearranged vacancy the sum is 7.16 eV. These values depend slightly on the cell: with 512 atoms the rearranged vacancy costs 2.66 eV and the interstitial 4.44 eV, each 0.03 eV less. Below, \(E_{\rm FP}\) keeps the value 8.81 eV of the symmetric vacancy. This is the cautious choice for the comparison, because the lower value is still farther from the thresholds found below.

**2. What energy conservation does require**

Let \(\Delta U(t)\) be the potential energy above that of the perfect crystal and \(K(t)\) the kinetic energy of all atoms. At the start \(\Delta U=0\) and \(K=T\). For atom \(a\) Newton's equation is \(M\ddot{\mathbf r}_a=-\partial U/\partial\mathbf r_a\), so

\[
\frac{d}{dt}(K+\Delta U)
=\sum_a\dot{\mathbf r}_a\cdot
\left(M\ddot{\mathbf r}_a+\frac{\partial U}{\partial\mathbf r_a}\right)=0,
\qquad T=\Delta U(t)+K(t).
\]

Because \(K\ge0\), the potential energy can never exceed \(T\).

Now consider all continuous paths of the atomic positions from the perfect crystal to a particular relaxed pair. Each path has a highest potential energy. Let \(E^*\) be the lowest such maximum, the height of the easiest pass. A successful recoil supplies one of these paths: first its trajectory, on which \(\Delta U\le T\), and then a downhill relaxation into the pair, on which \(\Delta U\) does not rise. The highest point of this combined path is at most \(T\), but by the definition of \(E^*\) it is at least \(E^*\). Hence

\[
T\ge E^*=E_{\rm pair}+E_{\rm rec}.
\]

Here \(E_{\rm pair}\) is the energy of the pair actually formed, and \(E_{\rm rec}=E^*-E_{\rm pair}\ge0\) is its barrier against returning to the original arrangement. A pair that is a stable local minimum has \(E_{\rm rec}>0\). The first correction to the manuscript is thus a barrier, which a difference of end-state energies cannot contain.

Equality is not enough either. Suppose \(T=E^*\). The trajectory must then reach a point where \(\Delta U=T\), and there \(K=0\): every atom is at rest. If forces act at that point, the motion reverses and retraces its path to the starting crystal. If no forces act, the point is an equilibrium, and a trajectory cannot arrive at rest at an equilibrium in a finite time, since the solution through that state is the one that stays there forever. A crossing therefore needs \(T>E^*\). How much more it needs is not fixed by conservation; it depends on how the energy is distributed when the pass is reached.

Two conditions deserve mention. First, the inequality contains \(E_{\rm pair}\), not \(E_{\rm FP}\). A close pair may have less energy than two separated defects, so \(E_d>E_{\rm FP}\) does not follow from this argument and has to be established for the crystal in question. Secondly, the crystal was cold. If it already has vibrational energy \(H_{\rm th}\), conservation gives \(T+H_{\rm th}=\Delta U+K\), and a favourable fluctuation can supply part of the barrier.

**3. How high is the barrier when the lattice has time to relax?**

The easiest direction to picture is the open \(\langle111\rangle\) direction, which points away from one of the atom's four bonds. The atom first meets an adjacent tetrahedral hollow at one bond length, \(b=2.35\) Å. It then passes through a ring of six atoms and reaches a second hollow at \(2b=4.70\) Å. Let

\[
s=\mathbf n\cdot\left(\mathbf u_0-\frac1{N-1}\sum_{a\ne0}\mathbf u_a\right)
\]

be the displacement of the recoil along \(\mathbf n\) relative to the mean displacement of the other atoms. Subtracting the mean prevents the whole crystal from simply following the atom. At fixed \(s\) all other coordinates were relaxed, once while moving outward and once while returning, and the lower energy was kept. Call it \(W(s)\).

The profile has a hump of 8.83 eV at \(s=3.29\) Å, falls to 8.07 eV at 4.23 Å, and rises again to 8.84 eV at 4.70 Å. The last value is the largest on the grid, but it lies at the end of the grid and is not a pass: when the constraint is removed there, the pair relaxes to 8.01 eV and survives, with 4.50 Å between the empty site and the doubly occupied one. The hump suggests a rough value for the barrier against return, although the lower of two relaxation passes need not form one continuous path:

\[
E_{\rm rec}\approx 8.83-8.01\approx0.8\ {\rm eV}.
\]

An atom placed at rest in the adjacent hollow of an otherwise perfect crystal behaves differently. It relaxes back to the perfect crystal, with final energy 0.00 eV. This is immediate recombination in its simplest form: no thermal activation is needed, because from that starting point the path home is downhill. In this potential and this direction, moving an atom one bond length out of its site does not displace it in the sense that matters for damage; whether such a close pair is stable in real silicon is not decided by this model.

The profile must not be read as a strict bound. At \(s=0.94\) Å it is only 0.08 eV, less than the 0.32 eV at 0.47 Å. Geometry suggests why. The unit vectors along two bonds of an atom have scalar product \(-1/3\). Since \(\mathbf n\) is opposite to one bond, its scalar product with each of the other three is \(+1/3\). A neighbouring site therefore lies at \(s=b/3=0.78\) Å, and if the two atoms exchange places the crystal is again perfect, with zero energy. The two grid points are 0.31 Å and 0.16 Å from this value. A parabola centred there predicts an energy ratio of \((0.31/0.16)^2\approx4\), as found in \(0.32/0.08=4\). A direct test agrees: a crystal in which the two atoms have been exchanged, relaxed at these two values of \(s\), has 0.32 and 0.08 eV, whereas without the exchange the energies are 0.67 and 2.14 eV. Exchanged perfect crystals also exist at larger \(s\), and \(W\) is therefore the lowest energy found by two relaxation passes, not the lowest conceivable one. The firm statement remains \(T\ge E^*\ge E_{\rm pair}\); the figure of 8.8 eV for the pass is an estimate.

**4. What happens to a recoil with more than the formation energy**

Recoils were started 2.9° away from the open direction, to avoid artificial symmetry, with energies raised in steps of 1 eV. Each was followed for 425 fs and the crystal was then relaxed. A pair was counted if an empty site and a doubly occupied site remained farther apart than bonded neighbours.

At 9 eV the recoil has more than \(E_{\rm FP}=8.81\) eV, and slightly more than the estimated pass. It travels to \(s=2.13\) Å, turns round, and the crystal heals. The same outcome is found at every step up to 17 eV. The recoil of 14 eV goes beyond the adjacent hollow, to 2.71 Å, and still returns. The first surviving pair appears at 18 eV, so that

\[
\frac{E_d}{E_{\rm FP}}\approx\frac{18}{8.81}\approx2.0 .
\]

Relative to the 7.16 eV of the pair with the rearranged vacancy, the ratio is about 2.5. The threshold of this scan lies between 17 and 18 eV. It is a first success and not a sharp edge: in the same direction a recoil of 19 eV again leaves no pair, and with a tilt of 5.7° in another azimuth the crystal still heals at 18 eV. In a cell of 512 atoms the crystal again heals at 17 eV and keeps a pair at 18 eV, so the bracket is unchanged by this increase in size.

Why does a recoil of 9 eV stop so early, where the relaxed profile is only about 3 to 4 eV? Part of the answer is that these low values belong to a more thoroughly rearranged lattice: if the atom is held at \(s=2.35\) Å and the others are simply relaxed from their sites, the energy is 7.07 eV, not the 2.98 eV of \(W\). The opposite limit helps. If all other atoms are held at their sites, the energy along the axis is 7.39 eV at 1.88 Å, 11.90 eV at 2.35 Å and 16.40 eV at 2.82 Å. Linear interpolation gives the turning point of a 9 eV recoil in this rigid lattice:

\[
s_{\rm rigid}\approx1.88+0.47\,\frac{9-7.39}{11.90-7.39}\approx2.05\ \text{Å}.
\]

The moving lattice gave 2.13 Å. For 16 eV the same interpolation gives

\[
s_{\rm rigid}\approx2.35+0.47\,\frac{16-11.90}{16.40-11.90}\approx2.78\ \text{Å},
\]

against 3.05 Å. The turning points are thus much nearer to those of a rigid lattice than to what the relaxed profile would allow. This does not mean that the neighbours stay still. When they yield they lower the hill, but they also take kinetic energy from the recoil, and the two effects act on the turning point in opposite directions.

The time scales are consistent with a partial response of the lattice. An 18 eV silicon atom of mass 28.085 u starts with speed \(v=\sqrt{2T/M}\approx0.11\) Å/fs and would cover one bond length in about 21 fs. For the vibration of an atom among fixed neighbours, the rigid energy of 1.39 eV at 0.47 Å gives a rough spring constant \(k\approx2(1.39)/(0.47)^2\approx12.6\) eV/Å\(^2\). With \(M\approx2911\) eV fs\(^2\)/Å\(^2\) the period is

\[
\tau=2\pi\sqrt{M/k}\approx2\pi\sqrt{2911/12.6}\approx96\ {\rm fs}.
\]

This spring constant is an average over a large displacement. For small vibrations it is about 17.7 eV/Å\(^2\), and the period is about 81 fs. At its initial speed the recoil would reach the ring, at \(1.5b=3.53\) Å, in about 32 fs, between a third and two fifths of a period; since it slows down, it takes longer. The two times are comparable, so the surrounding atoms can move while the recoil passes, but they have no time to settle into the relaxed arrangement at each \(s\).

The lattice is not entirely rigid, however. The rigid profile reaches 20.4 eV, and an 18 eV recoil moving along the axis could not pass it. The actual recoil gets through because the surrounding atoms yield in part. In this direction the threshold lies between the slow limit, about 8.8 eV, and the rigid limit, about 20.4 eV. The rigid value is not a general upper bound: moving neighbours can also carry energy away, or push the atom back.

**5. Where the 18 eV go**

When the successful recoil has reached \(s=4.71\) Å, beyond the ring, the potential energy is 13.80 eV. The recoil keeps 1.20 eV of kinetic energy and the other atoms have 3.01 eV. With \(W=8.84\) eV at this displacement, the balance is

\[
18\approx
\underbrace{8.84}_{\text{relaxed energy}}+
\underbrace{4.95}_{\text{excess strain}}+
\underbrace{1.20}_{\text{recoil}}+
\underbrace{3.01}_{\text{other atoms}}\ {\rm eV}.
\]

The excess strain is potential energy that a slow process would not have had to supply at the same \(s\). It includes any sideways displacement of the recoil as well as distortion of its surroundings. Together with the motion of the other atoms it amounts to about 8 eV, nearly as much as \(E_{\rm FP}\) itself. These two terms make up most of the 9.2 eV by which the recoil energy exceeds the relaxed energy \(W\).

After relaxation the surviving pair stores 7.63 eV, and its two sites are 7.06 Å apart. The heat is

\[
Q=T-E_{\rm pair}=18-7.63\approx10.4\ {\rm eV}.
\]

More than half of the recoil energy is not stored in the defect. A small part of \(Q\) is uniform motion of the cell: the total momentum \(p=\sqrt{2MT}\) is conserved, and \(p^2/(2NM)=T/N=18/216\approx0.08\) eV.

The stored energy is 1.2 eV below the 8.81 eV of the separated pair with a symmetric vacancy, but about 0.5 eV above the 7.16 eV of the one with a rearranged vacancy. The value belongs to this trajectory: it is 7.59 eV in the 512-atom cell, and an 18 eV recoil tilted by the same angle in another azimuth leaves a pair at the same separation with 7.12 eV. The energy of the pair formed thus has to be calculated for that pair. It depends on the interaction between the defects and on the local structure of each; the calculation does not divide the two. If the pair later recombines during annealing, the crystal releases \(E_{\rm pair}\), here 7.63 eV, and not \(E_d\). The other 10.4 eV became heat when the damage was made. A measurement of stored energy therefore gives no direct value for the threshold.

**6. A second direction, and the effect on the damage estimate**

If \(E_d\) were a formation energy, it could not depend on direction. Near \(\langle100\rangle\), with a coarser grid of 3 eV, recoils up to 24 eV leave no pair, and the first survivor appears at 27 eV. The threshold of this scan lies between 24 and 27 eV, so its ratio to \(E_{\rm FP}\) is between about 2.7 and 3.1. Steps of 1 eV narrow the bracket to 25–26 eV, and the 512-atom cell also heals at 24 eV and keeps a pair at 27 eV. The separated pair has the same formation energy in both directions; what differs is the sequence of collisions. Two directions do not provide an average threshold, which would require sampling the whole sphere.

The error carries over to the number of defects. Take the simplest cascade model: collisions between equal hard spheres, no electronic loss and one sharp threshold \(E_d\). Isotropic scattering in the centre-of-mass frame makes the transferred energy \(x\) uniformly distributed between 0 and \(T\). After the collision one atom has \(x\) and the other \(T-x\), so the mean number of displaced atoms obeys

\[
\nu(T)=\frac1T\int_0^T[\nu(x)+\nu(T-x)]\,dx
=\frac2T\int_0^T\nu(x)\,dx ,\qquad T\ge2E_d .
\]

The two terms are equal by the substitution \(x\to T-x\). Below \(E_d\) the model sets \(\nu=0\), and between \(E_d\) and \(2E_d\) it sets \(\nu=1\). Multiplying by \(T\) and differentiating gives

\[
\nu+T\nu'=2\nu\quad\Rightarrow\quad \nu'=\frac{\nu}{T}
\quad\Rightarrow\quad \nu=CT .
\]

At \(T=2E_d\) the integral equals \(E_d\), so \(\nu=1\) and \(C=1/(2E_d)\). This is the Kinchin–Pease result,

\[
\nu(T)=\frac{T}{2E_d}.
\]

For recoil energies \(T\ge2E_d\), putting \(E_{\rm FP}\) in place of \(E_d\) multiplies the count by \(E_d/E_{\rm FP}\): by about 2.0 if the open \(\langle111\rangle\) threshold is the appropriate one, and by about 2.7 to 3.1 for \(\langle100\rangle\). With the lower formation energy of 7.16 eV these factors become about 2.5 and 3.4 to 3.8. The model ignores recombination between different parts of a cascade, so these factors describe the error made within it and not the final damage in an implanted wafer. They also rest on the energies of this potential and treat the first success of a scan as a sharp threshold, although some recoils above it leave no pair.

**7. Reliability, and the correction requested**

The potential energy was tested against a direct sum over pairs and triplets, and the forces against finite differences. The largest energy drift in the 216-atom recoils was 0.006 eV, far below the 1 eV grid. On the outward leg of every recoil near the open direction, the potential energy was tested against \(W(s)\). It fell below the interpolated profile by at most 0.026 eV, within the 0.1 eV allowed for interpolation and incomplete relaxation. Both scans began at 9 eV, just above \(E_{\rm FP}\), and the program required that this first recoil leave no pair in either direction. The numerical output lists the values of the profiles and the recoil scans.

The manuscript should replace \(E_d=E_{\rm FP}\) by the condition \(T>E_{\rm pair}+E_{\rm rec}\), stated as necessary for a cold crystal and not as sufficient. The threshold itself has to come from recoil dynamics or from displacement experiments, with its direction or average specified. The formation energy should be kept for the question it answers: how much energy the crystal holds once the defects exist and have relaxed.

## Table of computed values

```
Atoms in cell: 216; cell edge 16.29 A
Lattice constant 5.431 A; bond length 2.352 A
Perfect crystal energy per atom: -4.3366 eV
Atomic mass 28.085 u; kick tilt 2.9 deg
Run length before quench: 425 fs
Vacancy formation energy: 4.34 eV
Interstitial, tetrahedral start: 5.00 eV
Interstitial, <110> dumbbell start: 4.47 eV
Separated Frenkel pair E_FP: 8.81 eV
Open <111>: s (A), relaxed W (eV), rigid lattice (eV)
  0.00  0.00  0.00
  0.47  0.32  1.39
  0.94  0.08  3.27
  1.41  3.69  4.67
  1.88  3.73  7.39
  2.35  2.98  11.90
  2.82  5.69  16.40
  3.29  8.83  19.78
  3.76  8.36  19.73
  4.23  8.07  16.99
  4.70  8.84  15.77
Top of relaxed profile: 8.84 eV at s = 4.70 A
Top of rigid profile: 20.36 eV at s = 3.53 A
Released at rest, adjacent site: energy 0.00 eV, pair separation 0.00 A (0 = healed)
Released at rest, beyond ring: energy 8.01 eV, pair separation 4.50 A (0 = healed)
Top of W minus energy of pair beyond ring: 0.83 eV
Open <111> recoils: T (eV), max s in first 125 fs (A), stored (eV), survives
  9  2.13  0.00  False
  10  2.24  0.00  False
  11  2.35  0.00  False
  12  2.47  0.00  False
  13  2.59  0.01  False
  14  2.71  0.00  False
  15  2.86  0.00  False
  16  3.05  0.01  False
  17  3.47  0.00  False
  18  4.95  7.63  True
Threshold near open <111>: 18 eV (grid 1 eV)
Threshold near <100>: 27 eV (grid 3 eV)
Threshold / E_FP: 2.04 (open <111>), 3.07 (<100>)
At s = 4.71 A in threshold run: potential 13.80 eV
  recoil kinetic 1.20 eV, other atoms kinetic 3.01 eV
  unrelaxed strain above W: 4.95 eV
Final pair: stored 7.63 eV, separation 7.06 A, heat 10.37 eV
Smallest margin of potential over W: -0.026 eV
Largest energy drift: 0.006 eV
512-atom cell, T = 17 eV: stored 0.02 eV, survives False
512-atom cell, T = 18 eV: stored 7.59 eV, survives True
```
